# How a 20 nm gap offset inflates extracted contact resistance

## Question

I am working on an exercise about the transfer-length method for a two-dimensional channel. Contacts are placed on one strip of semiconductor with different gaps between them. The resistance of each gap is plotted against its length, and the intercept gives the contact resistance.

The exercise says that every gap is actually 20 nm longer than drawn, and that the sheet resistance is 10 kilohm per square. I must show that the extracted resistance per contact is too high by 100 ohm µm.

I multiplied 10 kilohm by 20 nm and got 200 ohm µm, twice the required answer. I also don't see why the error lands on the contacts at all. It is the channel that is longer, so shouldn't the sheet resistance come out wrong instead? And would a bad fit not warn me?

## Answer

Your 200 ohm µm is the error of the intercept, which contains two contacts. Each contact receives half of it. To see why the slope escapes, we need the resistance of one gap and then what the fit does with it.

### The resistance of one gap

Let \(W\) be the channel width, \(L\) the actual gap, and \(R_{sh}\) the sheet resistance. I assume an ohmic response, a uniform sheet, identical contacts and current flowing straight along the channel. Let \(j\) be the current per unit width. The voltage drop along the gap is \(jR_{sh}L\), so the gap contributes \(R_{sh}L\) to the product \(RW\).

Under a contact, current leaks gradually from the sheet into the metal. Measure \(x\) from the gap edge into the contact, whose length is \(L_c\). Let \(u(x)\) be the sheet potential relative to the metal, \(\rho_c\) the contact resistivity, and \(R_u\) the sheet resistance under the metal. Ohm's law along the sheet and current conservation give

\[
j=-\frac{1}{R_u}\frac{du}{dx},\qquad \frac{dj}{dx}=-\frac{u}{\rho_c}.
\]

The second minus sign says that current lost to the metal reduces the current left in the sheet. Differentiating the first equation and inserting the second gives

\[
\frac{d^2u}{dx^2}=\frac{u}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_u}} .
\]

No current remains at the far end, so \(du/dx=0\) at \(x=L_c\). The solution is \(u=A\cosh[(L_c-x)/L_T]\), and the current entering at \(x=0\) is

\[
j(0)=\frac{A}{R_uL_T}\sinh\frac{L_c}{L_T}.
\]

The contact resistance, normalised to width, is therefore

\[
R_c=\frac{u(0)}{j(0)}=R_uL_T\coth\frac{L_c}{L_T}
=\sqrt{\rho_cR_u}\,\coth\frac{L_c}{L_T}.
\]

It does not depend on the gap. The same current crosses the first contact, the gap and the second contact, so their voltage drops add:

\[
RW=2R_c+R_{sh}L .
\]

### Putting in the wrong length

Define the offset by \(\delta=L-L_d\), where \(L_d\) is the drawn gap. Here \(\delta=+20\) nm for every gap. Substituting \(L=L_d+\delta\) gives

\[
RW=2R_c+R_{sh}(L_d+\delta)
=(2R_c+R_{sh}\delta)+R_{sh}L_d .
\]

This is a straight line in \(L_d\) with the correct slope. The added length is the same in every gap, so it adds the same resistance to every gap. The plot identifies contacts as whatever does not vary with length, and the extra channel is counted among them.

A least-squares fit to points on one line returns that line, because it makes every residual zero. With at least two different gaps, no other line does so. Half the intercept is then reported as the contact resistance:

\[
R_{c,\mathrm{ext}}=\frac{2R_c+R_{sh}\delta}{2}
=R_c+\frac{R_{sh}\delta}{2}.
\]

With \(\delta=0.020\) µm,

\[
R_{c,\mathrm{ext}}-R_c
=\frac{10\,000\ \Omega\times0.020\ \mu\mathrm{m}}{2}
=100\ \Omega\,\mu\mathrm{m}.
\]

"Per square" is not a further unit of length: a sheet resistance is in ohms, and multiplying it by a length gives ohm µm.

The sign follows \(\delta\). Gaps shorter than drawn make the contacts look too good, and the extracted value even becomes negative when \(\delta<-2R_c/R_{sh}\).

### A worked example

Take an n-type monolayer of WS2 with \(R_{sh}=10\) kilohm per square and a true \(R_c\) of 300 ohm µm. The contacts are drawn 500 nm long. Each metal edge recedes by 10 nm, so each gap gains 20 nm and each contact shrinks to 480 nm. The sheet under the metal is taken to be the same as in the gap.

I solved the sheet and both contacts as a finite-difference resistor network with 0.5 nm cells and \(\rho_c=9\) ohm µm². This does not presuppose the series formula. The results were:

| Drawn gap (nm) | Actual gap (nm) | \(RW\) (ohm µm) |
|---:|---:|---:|
| 100 | 120 | 1800 |
| 200 | 220 | 2800 |
| 300 | 320 | 3800 |
| 500 | 520 | 5800 |
| 800 | 820 | 8800 |

Against drawn length, the slope is

\[
\frac{8800-1800}{0.800-0.100}\ \Omega=10\,000\ \Omega,
\]

which is correct. The intercept is \(1800-10\,000\times0.100=800\) ohm µm, so each contact appears to have 400 ohm µm. Plotting the same resistances against actual length gives 300 ohm µm. The overestimate is 100 ohm µm, or 33% of the true value.

The fit gives no warning: its residuals vanish apart from rounding. From these resistances alone, contacts of 300 ohm µm with a 20 nm offset cannot be told apart from contacts of 400 ohm µm with no offset. Further information is needed, most directly a measurement of the gap lengths.

### What happens to the derived contact parameters

For long contacts, \(\coth(L_c/L_T)\) is close to one. If also \(R_u=R_{sh}\), then \(R_c=R_{sh}L_T\), and the usual extraction is

\[
L_{T,\mathrm{ext}}=\frac{R_{c,\mathrm{ext}}}{R_{sh}}
=L_T+\frac{\delta}{2}.
\]

Here 30 nm becomes 40 nm. Under the same conditions \(\rho_c=R_c^2/R_{sh}\), so

\[
\frac{\rho_{c,\mathrm{ext}}}{\rho_c}
=\left(1+\frac{R_{sh}\delta}{2R_c}\right)^2
=\left(\frac{400}{300}\right)^2=1.78 .
\]

The contact resistivity appears to be 16 instead of 9 ohm µm². Squaring turns a 33% error into one of 78%.

The absolute error of \(R_c\) does not depend on \(R_c\), but the relative error does. At the same sheet resistance and offset, a contact of 100 ohm µm would be reported as 200 ohm µm. Better contacts need better length measurements.

### When the error takes another form

**A different sheet in the added strips.** Suppose the newly exposed strips, of total length \(\delta\), have sheet resistance \(R_{strip}\). The rest of the gap has length \(L_d\), so

\[
RW=2R_c+R_{strip}\delta+R_{sh}L_d,
\]

and the error per contact is \(R_{strip}\delta/2\). With strips of 20 kilohm per square, the network gives an error of 200 ohm µm. The sheet resistance that matters is that of the extra material.

**A different sheet under the metal.** This changes \(R_c\) but not the added gap resistance. Doubling \(R_u\) to 20 kilohm per square in the network raises the true \(R_c\) to 424 ohm µm, and the extracted value to 524. The difference is still 100. However, \(R_{c,\mathrm{ext}}/R_{sh}\) no longer gives the transfer length plus \(\delta/2\), because the sheet under the metal is not the one in the slope.

**A proportional length error.** If \(L=(1+\epsilon)L_d\), then

\[
RW=2R_c+(1+\epsilon)R_{sh}L_d .
\]

This is the case you had in mind: the slope is wrong and the intercept is right. Gaps that are all 5% long give 10.5 kilohm per square and a correct 300 ohm µm.

**Unequal errors.** Let gap \(i\) have its own error \(\delta_i\). For \(N\) drawn gaps \(L_i\) with mean \(\bar L\), define \(S=\sum_i(L_i-\bar L)^2\). The least-squares slope is \(\sum_i(L_i-\bar L)y_i/S\), where \(y_i=R_iW\). The intercept is the mean of \(y\) minus the slope times \(\bar L\), so it is a weighted sum:

\[
\text{intercept}=\sum_iw_iy_i,\qquad
w_i=\frac1N-\frac{\bar L(L_i-\bar L)}{S}.
\]

The length errors change \(y_i\) by \(R_{sh}\delta_i\), and hence \(R_c\) by \((R_{sh}/2)\sum_iw_i\delta_i\). Since \(\sum_i(L_i-\bar L)=0\), the weights add up to one, and equal errors give back \(R_{sh}\delta/2\).

If the errors are independent, with standard deviation \(\sigma\), their variances add with weights \(w_i^2\). The cross term in \(\sum_iw_i^2\) vanishes for the same reason, leaving

\[
\sigma_{R_c}=\frac{R_{sh}\sigma}{2}
\sqrt{\frac1N+\frac{\bar L^2}{S}} .
\]

For our gaps, \(\bar L=380\) nm and \(S=308\,000\) nm². With \(\sigma=5\) nm,

\[
\sigma_{R_c}=25\sqrt{0.200+0.469}\ \Omega\,\mu\mathrm{m}
=20.4\ \Omega\,\mu\mathrm{m}.
\]

Fits to 40,000 simulated sets with Gaussian gap errors gave the same spread. Unlike a common offset, this scatter does disturb the straight line.

### What the simple model leaves out

**Shorter contacts.** Going from 500 to 480 nm has no visible effect on \(R_c\), because both lengths are many times the 30 nm transfer length. A contact drawn 100 nm long and shortened to 80 nm would gain about 2 ohm µm. That is a real change of the contact, separate from the extraction error.

**Velocity saturation.** For an electron density of \(10^{13}\) cm⁻², the sheet resistance corresponds to a mobility \(\mu=1/(enR_{sh})\) of 62 cm²/(V s). Let the field in the gap be \(F\), and model saturation by

\[
j=\frac{F}{R_{sh}(1+\mu F/v_{sat})}.
\]

Dividing the channel voltage \(V_{ch}=FL\) by \(j\) gives

\[
\frac{V_{ch}}{j}=R_{sh}L+R_{sh}\frac{\mu V_{ch}}{v_{sat}} .
\]

The last term has no explicit factor \(L\), so much of it passes for contact resistance. At a total bias of 10 mV, with a rough \(v_{sat}\) of \(3\times10^6\) cm/s, it adds about 7 ohm µm per contact in this model even when the lengths are right. That figure depends on the formula, whose correction to Ohm's law is proportional to \(F\). If the velocity is a smooth function of the field and merely changes sign with it, the correction starts at \(F^2\). Since \(\mu F/v_{sat}\) is at most about 0.01 here, it would then be negligible. The further error due to the offset remains 100 ohm µm to within half a percent. A lower bias reduces the saturation term.

**Uneven channel charge.** The electron density falls towards the drain. With local potential \(v\) and gate overdrive \(V_{ov}\), both measured from the source metal, the channel obeys \(jR_{sh}\,dx=(1-v/V_{ov})\,dv\). Integrate from \(v_s=jR_c\) to \(v_d=V-jR_c\), where \(V\) is the total bias:

\[
jR_{sh}L=(v_d-v_s)\left(1-\frac{v_s+v_d}{2V_{ov}}\right)
=(v_d-v_s)\left(1-\frac{V}{2V_{ov}}\right).
\]

The last step uses \(v_s+v_d=V\), which holds for equal contacts. The effective sheet resistance is thus larger by the factor \(1/(1-V/2V_{ov})\). For 10 mV and an overdrive of 1.86 V this is 0.27%, and the offset error grows by the same fraction. That overdrive counts only the capacitance of the insulator; including the shift of the Fermi level with density lowers the figure to 0.26%.

**Ballistic transport.** Is a 20 nm strip long enough to have a sheet resistance? In the Landauer picture with transmission \(\lambda/(\lambda+L)\), where \(\lambda\) is the mean free path for backscattering, taken to be the same for all electrons,

\[
RW=R_{ball}\,\frac{\lambda+L}{\lambda}
=R_{ball}+\frac{R_{ball}}{\lambda}L .
\]

Here \(R_{ball}\) is the width-normalised ballistic resistance. The slope is \(R_{sh}=R_{ball}/\lambda\), and the constant part belongs to the two contacts. With Fermi statistics at 300 K and a rough effective mass of 0.3 electron masses, \(R_{ball}\) is 44 ohm µm if four spin-valley states share the electrons equally, and 54 if two do. The corresponding \(\lambda\) is 4 to 5 nm, well below 20 nm. It is also shorter than the electron wavelength at the Fermi level, 8 to 11 nm at this density, so this semiclassical picture is only a rough guide here. Since the expression is linear in \(L\), an offset adds \(R_{sh}\delta\) in this model even when \(\delta\) is not large compared with \(\lambda\). The share of each ideal contact, \(R_{ball}/2\), is 22 to 27 ohm µm, small compared with the 300 taken here for the whole resistance of one contact.

**The gate insulator.** An insulator 4 nm thick with relative permittivity 3.9 carries a field of 4.6 MV/cm at this electron density. That is about half the rough 10 MV/cm at which good silicon dioxide breaks down. For a rough 3 eV barrier, a tunnelling mass of 0.4 electron masses and an assumed attempt rate of \(10^{15}\) s⁻¹, the estimated tunnelling leakage is about \(10^{-9}\) of the channel current. The estimate is very sensitive to the mass: 0.3 electron masses would give about \(10^{-7}\). This counts only the area of the longest gap. Leakage under the contacts and through defects is not included.

**Temperature.** If the sheet resistance rises in proportion to absolute temperature, a rough law for acoustic-phonon scattering, then warming from 300 to 358 K raises the offset error to 119 ohm µm at fixed electron density. Optical phonons make the rise steeper near room temperature: a sheet resistance proportional to \(T^{1.5}\) would give 130 ohm µm.

### How this compares with real devices

These are round model parameters, meant to represent a good WS2 monolayer device, not measurements of a particular one. A more resistive sheet makes the offset more costly: at 50 kilohm per square, the same 20 nm adds 500 ohm µm per contact.

The sheet of a real device need not be uniform. Suppose the sheet in the longest gap alone is 5% more resistive. Its \(RW\) rises by \(500\times0.820=410\) ohm µm. Its weight in the intercept is

\[
w_5=\frac15-\frac{380\times420}{308\,000}=-0.318 ,
\]

so the extracted \(R_c\) changes by \(-0.318\times410/2=-65\) ohm µm. A modest non-uniformity can therefore hide much of the offset error, or add to it if the sign is reversed. Unlike the common offset, this one leaves a trace: the slope rises to 10.6 kilohm per square and the residuals reach about 150 ohm µm, small on a plot spanning 7000 ohm µm but visible if they are inspected. A plausible contact resistance is no proof that the lengths are right.

If the sheet is uniform, the remedy is to measure the finished gaps, for example by electron microscopy, and to plot against those lengths. If the offset is also common to all gaps, you may instead subtract \(R_{sh}\delta/2\) from the extracted value. At 10 kilohm per square, each nanometre of remaining common error in the gap length still costs 5 ohm µm per contact. The numerical check contains the model parameters, and its output gives the computed results.

## Calculated quantities

```
Sheet resistance: 10.0 kilohm per square
Gap offset: 20 nm
True contact resistance: 300 ohm um
Contact length drawn, actual: 500, 480 nm
Drawn gap 100 nm, actual 120 nm: R W = 1800.0 ohm um
Drawn gap 200 nm, actual 220 nm: R W = 2800.0 ohm um
Drawn gap 300 nm, actual 320 nm: R W = 3800.0 ohm um
Drawn gap 500 nm, actual 520 nm: R W = 5800.0 ohm um
Drawn gap 800 nm, actual 820 nm: R W = 8800.0 ohm um
Fitted sheet resistance: 10.000 kilohm per square
Fitted intercept (two contacts): 800.0 ohm um
Extracted Rc, drawn gaps: 400.0 ohm um
Extracted Rc, actual gaps: 300.0 ohm um
Overestimate per contact: 100.0 ohm um
Relative overestimate: 33.3 %
Largest fit residual: 1.9e-07 ohm um
Transfer length true, extracted: 30.0, 40.0 nm
Contact resistivity true, extracted: 9.00, 16.00 ohm um^2
Contact resistivity ratio: 1.78
Strip sheet resistance: 20 kilohm per square
Error with that strip: 200.0 ohm um
Gaps all 5 % long: Rc 300.0 ohm um, sheet 10.50 kilohm per square
Sheet doubled under metal: true Rc 424.2, extracted 524.2 ohm um
Random gap error (std dev): 5 nm
Rc std dev, formula and trials: 20.4, 20.4 ohm um
Rc change by shortening, example: 5.6e-12 ohm um
Rc change by shortening, 100 nm contact: 2.15 ohm um
Electron density: 1.0e+13 cm^-2
Mobility from density and sheet: 62.4 cm^2/(V s)
Measuring bias: 10 mV
Saturation velocity (rough): 3.0e+06 cm/s
Apparent Rc added by saturation: 6.94 ohm um
Offset error with saturation: 100.33 ohm um
Gate overdrive: 1.86 V
Sheet change by uneven charge: 0.27 %
Effective mass (rough): 0.30 electron masses
Degeneracy 4, 300 K: Fermi level 34 meV, R_ball W 43.6 ohm um
  share per contact 21.8 ohm um, lambda 4.4 nm
Degeneracy 2, 300 K: Fermi level 79 meV, R_ball W 54.3 ohm um
  share per contact 27.1 ohm um, lambda 5.4 nm
Insulator thickness: 4 nm
Insulator relative permittivity: 3.9
Insulator field: 4.64 MV/cm
Insulator barrier (rough): 3.0 eV
Tunnelling exponent: 37.0
Gate leakage / channel current: 1.0e-09
Offset error at 358 K, sheet ~ T: 119 ohm um
```
